Low-Frequency Series Resistance R/12 of a Zero-Bias MOS Channel

**Definitions and conventions**

The channel of an n-channel MOS transistor runs from the source at x = 0 to the drain at x = L and has width W. The algebra is in atomic units, e = ħ = 1, so number density and charge density have the same magnitude. The example is in engineering units.

V_G is the gate voltage. V(x,t) is the electrochemical potential of the channel electrons, expressed as a voltage. It contains both the electrostatic potential and the filling of the electron states, so a current driven by its gradient includes drift and diffusion. The electron density per area is n, the mobility μ, and i(x,t) is the conventional current towards increasing x.

Small oscillating quantities are the real parts of complex amplitudes times exp(jωt), with ω > 0. The amplitudes are v_g for the gate voltage, v(x) for the channel potential and I for the current entering the gate. The input impedance is Z = v_g/I and the admittance is Y = 1/Z.

**Assumptions**

(A1) The density depends on the local voltage difference, n = n(V_G − V). This needs an insulator much thinner than L. The gate charge balances the electron charge, and the body charge stays fixed. In a bulk transistor this is a good approximation only in strong inversion, where the electron layer screens the body from the gate.

(A2) The current follows i = −Wμn ∂V/∂x, where μ may depend on n but not on the driving field or on frequency.

(A3) Source and drain are held at V = 0, for the steady state and for the signal.

(A4) The signal is small enough for linear response.

(A5) The gate electrode and the contacts have no resistance, and the insulator does not leak.

Let n₀ be the density without signal and c the derivative of n with respect to V_G − V at that point. For a simple insulator of permittivity κ and thickness t, c = κ/(4πt). Define

R = L/(Wμn₀),  C = cWL,  θ = ωRC.

R is the dc resistance from source to drain, C is the gate-channel capacitance, and θ is a dimensionless frequency.

**Theorem**

Under (A1) to (A5),

Z = (1/jωC) s coth s,  s² = jωRC/4,  (1)

and for ωRC < 4π² this has the convergent expansion

Z = 1/(jωC) + R/12 − jωR²C/720 − ω²R³C²/30240 + …  (2)

At low frequency the gate therefore looks like the capacitance C in series with the resistance R/12.

**Lemma 1: the channel is a uniform line**

The amplitude v obeys

d²v/dx² = jω(RC/L²)(v − v_g),  v(0) = v(L) = 0.  (3)

Proof. Consider first the steady state V₀(x). Its current i₀ = −Wμn dV₀/dx is the same at every x. Since μn is positive, dV₀/dx has one sign along the whole channel or vanishes. The two ends are at the same potential, so dV₀/dx = 0 and V₀ = 0. The density n₀ is then uniform.

Now add the signal. Write σ = μn for the sheet conductance and δσ for its change. To first order,

i = −W(σ₀ dv/dx + δσ dV₀/dx).

The second term is the modulation of the conductance by the gate. It multiplies the steady field, which is zero, so

i = −Wμn₀ dv/dx = −(L/R) dv/dx.  (4)

The electron charge per length changes by −Wc(v_g − v), with a minus sign because a higher gate voltage attracts electrons. Conservation says that the time derivative of this charge equals −di/dx:

−jωWc(v_g − v) = −di/dx = (L/R) d²v/dx².

Multiplying by R/L and using Wc = C/L gives (3). ∎

Zero bias enters at the term δσ dV₀/dx. With a drain bias this term survives and the density varies along the channel, so the factor 1/12 is no longer assured. For constant c and μ, a numerical linearization of the channel equation, at ω equal to 0.05 divided by the zero-bias RC, gives a series resistance of 0.08333 of the dc resistance at zero bias. With a drain bias of 0.9 of the overdrive it gives 0.0909. There the dc resistance means drain voltage divided by drain current.

**Lemma 2: the gate admittance**

Y = jωC (tanh s)/s.  (5)

Proof. Let u = v_g − v be the voltage across the insulator, and let γ² = jωRC/L². Since v_g does not depend on x, equation (3) becomes

d²u/dx² = γ²u,  u(0) = u(L) = v_g.

The general solution, written about the middle of the channel, is

u = A cosh[γ(x − L/2)] + B sinh[γ(x − L/2)].

With s = γL/2, so that s² = jωRC/4, the two end conditions are

A cosh s − B sinh s = v_g,
A cosh s + B sinh s = v_g.

Their difference is 2B sinh s = 0. The zeros of sinh s and cosh s have s² real and not positive, whereas here s² is positive imaginary. Neither function vanishes, so B = 0 and A = v_g/cosh s:

u = v_g cosh[γ(x − L/2)]/cosh s.  (6)

The gate charge per length is +Wcu, and the gate current is the rate of change of the total:

I = jωWc ∫₀ᴸ u dx = jωWc v_g · 2 sinh s/(γ cosh s).

Because 2/γ = L/s and WcL = C, this is I = jωC v_g (tanh s)/s, and division by v_g gives (5). ∎

**Lemma 3: the expansion of s coth s**

For |s| < π,

s coth s = 1 + s²/3 − s⁴/45 + 2s⁶/945 + …  (7)

Proof. Write s coth s = cosh s/(sinh s/s). Both parts are even in s:

cosh s = 1 + s²/2 + s⁴/24 + s⁶/720 + …
sinh s/s = 1 + s²/6 + s⁴/120 + s⁶/5040 + …

Let the quotient be 1 + a₁s² + a₂s⁴ + a₃s⁶ + …, multiply it by the second series, and match powers with the first:

a₁ + 1/6 = 1/2, so a₁ = 1/3.

a₂ + a₁/6 + 1/120 = 1/24, so a₂ = (15 − 20 − 3)/360 = −1/45.

a₃ + a₂/6 + a₁/120 + 1/5040 = 1/720, so a₃ = (21 + 56 − 42 − 3)/15120 = 2/945.

The series converges up to the nearest zero of sinh s/s, which lies at s = ±jπ. ∎

**Proof of the theorem**

Inverting (5) gives (1). For (2), insert s² = jθ/4 in (7). The powers are s⁴ = −θ²/16 and s⁶ = −jθ³/64, so

s coth s = 1 + jθ/12 + θ²/720 − jθ³/30240 + …

Division by jωC turns the second term into θ/(12ωC) = R/12. The third becomes −jθ²/(720ωC) = −jωR²C/720, and the fourth becomes −θ³/(30240ωC) = −ω²R³C²/30240. The condition |s| < π means ωRC/4 < π². ∎

Successive terms of (2) carry successive powers of jω and are alternately imaginary and real. The real part is therefore

Re Z = (R/12)[1 − (ωRC)²/2520 + O((ωRC)⁴)].  (8)

The large denominator makes R/12 a good value well beyond ωRC = 1.

**Second proof, from the dissipated power**

The following identity holds at any frequency within the model:

Re Z = (R/L) ∫₀ᴸ |i/I|² dx.  (9)

To show it, use di/dx = jωWcu from Lemma 1, whose integral over the channel is I. With a star for the complex conjugate and v_g = v + u,

v_g I* = ∫₀ᴸ v (di*/dx) dx + ∫₀ᴸ u (di*/dx) dx.

In the first integral, integrate by parts. The boundary term vi* vanishes because v is zero at both ends, and dv/dx = −(R/L)i by (4), so the integral equals (R/L)∫|i|²dx. The second integral is −jωWc∫|u|²dx, which is imaginary. The real part of v_g I* = Z|I|² then gives (9).

At low frequency u tends to v_g everywhere, so each length of channel receives the same displacement current and di/dx = I/L. Hence i = I(x/L + k) with a constant k. The ends have equal potential, so (4) requires ∫i dx = 0, and k = −1/2. With ξ = x/L,

Re Z → R ∫₀¹ (ξ − 1/2)² dξ = R[(1/8 + 1/8)/3] = R/12.

Half of the gate current leaves through each contact, and none crosses the middle. The current in the channel therefore never exceeds I/2 in size, which by (9) limits the result to R/4, and its linear fall towards the middle supplies the remaining factor 1/3.

**Remark 1: one end open**

If the drain is disconnected, i(L) = 0 replaces v(L) = 0. The boundary term in the proof of (9) still vanishes. The current is now i = I(x/L − 1), and

Re Z → R ∫₀¹ (1 − ξ)² dξ = R/3.

This also explains the twelfth. By symmetry the grounded channel is two half-channels, each of resistance R/2 and open at the middle. Each contributes (R/2)/3 = R/6, and two in parallel give R/12. A network of 2000 resistor-capacitor cells at ωRC = 0.01 gives the ratios 0.083333 with both ends grounded and 0.333333 with the drain open.

**Remark 2: series and parallel forms**

Since (tanh s)/s = 1 − s²/3 + …, the admittance at low frequency is

Y = jωC + ω²C²R/12 + …  (10)

In a parallel description the conductance is ω²C²R/12 and falls to zero with frequency. The constant R/12 belongs to the series description.

**Remark 3: high frequency and relaxation**

When ωRC is large, coth s tends to 1 and

Z → s/(jωC) = ½ √(R/(jωC)).

The signal then penetrates a short distance from each contact, and the gate sees two long lines in parallel. The real part falls as 1/√ω.

With the gate voltage fixed, a disturbance of the channel obeys ∂v/∂t = (L²/RC) ∂²v/∂x², with v = 0 at the ends. The solutions sin(kπx/L) decay at the rates k²π²/(RC), so the longest relaxation time is RC/π². It differs from RC/12, the time constant of the low-frequency series circuit.

**Remark 4: what surrounds the ideal channel**

Contact resistance R_e at each end. By symmetry each end carries I/2, which raises both ends of the channel by IR_e/2. Measured from this level, the channel problem is unchanged, so Z increases by R_e/2.

Gate electrode of end-to-end resistance R_g, fed from one side. At low frequency its current falls linearly from I to zero across the width. The dissipation integral is that of Remark 1, and the addition is R_g/3.

Overlap capacitance C_o, in parallel with the channel. Equation (10) becomes Y = jω(C + C_o) + ω²C²R/12. For a small conductance G beside a susceptance B, 1/(jB + G) ≈ 1/(jB) + G/B², so the channel part of the series resistance becomes

(R/12)[C/(C + C_o)]².

Body capacitance bC between the channel and a grounded body. The right side of (3) becomes jω(RC/L²)[(1 + b)v − v_g]. To first order in ω the term in v drops out, and v = jωRC v_g ξ(1 − ξ)/2, whose mean is jωRC v_g/12. Thus Y = jωC(1 − jωRC/12 + …), and in this model the limit R/12 does not depend on b. The model assumes that the electron layer screens the body from the gate completely. If it does not, a direct gate-body capacitance C_gb appears. It acts like an overlap capacitance and multiplies R/12 by [C/(C + C_gb)]². The factor is close to 1 in strong inversion and far from 1 near or below threshold.

Carrier inertia with momentum relaxation time τ. The resistance becomes R(1 + jωτ). The term R/12 gains an imaginary part, while the third term of (2) gains the real part 2ω²τR²C/720. Relative to R/12, this is ω²τRC/30 for small ωτ.

Leakage conductance G. While G is much smaller than ωC, it adds about G/(ωC)², which grows as ω falls. At still lower frequency the series resistance levels off near 1/G. In a leaky device, "low frequency" therefore means ωRC small but ω still high enough for this term to be negligible.

**Worked example**

Take L = 1000 nm, W = 10000 nm, an oxide 5 nm thick with κ = 3.9, a gate voltage 1 V above threshold, μ = 300 cm²/Vs, 300 K and 1 GHz. These are round values in the rough regime of a long-channel silicon radio-frequency transistor. With constant c above threshold, the charge density is c times the overdrive.

The oxide capacitance is 0.6906 μF/cm², so the charge density is 0.6906 μC/cm², or 4.31 × 10¹² electrons per cm². The sheet resistance is 1/(0.6906 × 10⁻⁶ × 300) = 4827 ohm, and L/W = 0.1, so

R = 482.7 ohm,  R/12 = 40.2 ohm = 0.00979 atomic units.

The gate area is 10⁻⁷ cm², so C = 69.06 fF and RC = 33.3 ps. The longest relaxation time, RC/π², is 3.38 ps.

At 1 GHz, ωRC = 0.209 and Z = 40.22 − 2304.6j ohm. At 10 GHz the real part is 40.15 ohm. Equation (8) predicts a fall of 2.094²/2520 = 0.17%, in agreement. The full formula gives a 1% fall at ωRC = 5.06, or 24 GHz, while the first correction alone gives √25.2 = 5.02. At 100 GHz the real part is 34.7 ohm and the imaginary part −34.2 ohm. The high-frequency form of Remark 3 gives 37.3 ohm for both magnitudes, so that limit is approached but not yet reached.

**The example beside real devices**

The largest omissions are resistances outside the channel. A gate film of 5 ohm per square (rough) has R_g = 50 ohm across ten squares and adds 16.7 ohm if fed from one side. Contacts of 200 ohm μm (rough) have 20 ohm at each end and add 10 ohm. Without overlap, these raise the series resistance from 40.2 to 66.9 ohm. An overlap capacitance of 0.3 fF/μm on each side (rough) multiplies the channel part by 0.85.

A channel also has a ballistic resistance, because it carries a finite number of transverse modes. In atomic units each mode conducts 1/π including spin, and each valley has Wk/π modes at wave number k. For g valleys the conductance is (gW/π²)∫k(−∂f/∂E)dE, where f is the Fermi function. One subband with two valleys and mass 0.19 gives 7.41 ohm. If half is assigned to each end, as in Remark 4, it adds roughly 7.41/4 = 1.85 ohm.

The same estimate, which leaves out higher subbands, puts the Fermi level 0.016 eV above the subband edge. At 300 K the higher subbands take roughly 30% of the electrons. This brings the Fermi level to within a few meV of the lowest edge and lowers the ballistic resistance by about 2%, so the electrons are at the onset of degeneracy. The theorem allows for this through the electrochemical potential, but c is reduced. The quantum capacitance, the derivative of n with respect to the Fermi level, is 23.9 times the oxide capacitance. A setback of the charge by 1 nm of silicon (rough) adds another series capacitance. If the setback has this value, the two together reduce c to about 0.90 of the oxide value. If the density at fixed overdrive falls by the same factor, R/12 rises to 44.6 ohm.

Body capacitance and inertia matter little here. With 3 × 10¹⁷ acceptors per cm³ the depletion layer is 62 nm deep at threshold and b = 0.24, which changes Re Z at 1 GHz by −6 × 10⁻⁵ of its value if the electron layer screens the body completely. Incomplete screening matters more. A lumped estimate gives C_gb/C ≈ 0.24/23.9 ≈ 0.01, which lowers R/12 by about 2%. The thickness of the real layer reduces this to a few tenths of a percent. The inertia correction is about 1.4 × 10⁻⁶ for mass 0.19 and 2.4 × 10⁻⁶ for mass 0.315, the conductivity mass of the valleys with anisotropic in-plane motion.

Temperature matters more. At 400 K, with the overdrive fixed and the mobility assumed to vary as T^(−1.5), R/12 becomes 62 ohm.

The oxide field, including the depletion charge, is 2.9 MV/cm, or 0.29 of a rough breakdown field of 10 MV/cm. A tunnelling estimate with a 3 eV barrier, an oxide mass of 0.5 and 10¹⁴ attempts per second has an exponent of 54.5. Taking G as the leakage current divided by kT/e, its addition at 1 GHz is of order 10⁻¹⁵ ohm. As it varies as 1/ω², it would reach 40 ohm near 10 Hz. This choice of G is generous: the slope of the same tunnelling current with gate voltage is about five times smaller, which moves the crossing to about 4 Hz. This counts only tunnelling through a perfect oxide. Leakage through defects can be much larger and would raise that frequency.

The chosen channel is far longer than those of strongly scaled transistors, whose gates are tens of nanometres long. Suppose L is reduced with width, sheet density, mobility and contact resistance held fixed. R/12 falls in proportion to L, while the contact term and the estimated ballistic term stay constant. The gate electrode term rises as 1/L if the film and the feed from one side are unchanged. It equals R/12 already at L = 1000 × √(16.7/40.2) ≈ 640 nm, which is one reason why short gates are divided into many narrow fingers. The contact term equals R/12 at L = 1000 × 10/40.2 ≈ 250 nm, and the ballistic term equals it at 1000 × 1.85/40.2 ≈ 46 nm. Near 46 nm the assumption of local ohmic transport becomes unreliable, the 62 nm depletion layer is deeper than the channel is long so that (A1) fails too, and R/12 computed from a long-channel mobility should not be used as the gate resistance. The numerical output below lists the values used here.

Computed results

```
Network: series R / channel R = 0.083333
Network, drain open: ratio = 0.333333
Nonlinear channel, zero bias: ratio = 0.08333
Same, drain bias 0.9 of overdrive: ratio = 0.09087
Slowest decay rate x RC = 9.8696
Channel length = 1000 nm, width = 10000 nm
Oxide thickness = 5.0 nm, permittivity = 3.9
Overdrive = 1.0 V, mobility = 300 cm2/Vs
Temperature = 300 K, frequency = 1 GHz
Oxide capacitance = 0.6906 uF/cm2
Sheet density = 4.311e+12 cm^-2
Channel resistance R = 482.65 ohm
Gate capacitance C = 69.06 fF
RC = 33.33 ps, RC/pi^2 = 3.38 ps
Series resistance R/12 = 40.221 ohm
Series resistance R/12 = 0.009790 atomic units
omega RC at 1 GHz = 0.2094
Z at 1 GHz: Re = 40.220, Im = -2304.64 ohm
Z at 10 GHz: Re = 40.151, Im = -231.85 ohm
Z at 100 GHz: Re = 34.733, Im = -34.22 ohm
1% fall of Re Z: omega RC = 5.060
1% fall of Re Z: f = 24.16 GHz
Gate sheet resistance (rough) = 5.0 ohm/square
Gate electrode adds 16.67 ohm
Contact, each end (rough) = 200 ohm um
Contacts add 10.00 ohm
Overlap, each side (rough) = 0.3 fF/um
Overlap factor on channel part = 0.847
Ballistic resistance = 7.41 ohm
Ballistic contacts add 1.85 ohm
Fermi level above subband = 0.0160 eV
Quantum / oxide capacitance = 23.9
Charge setback (rough) = 1.0 nm
Effective / oxide capacitance = 0.9022
R/12 with that lower charge = 44.58 ohm
Acceptor density (rough) = 3.0e+17 cm^-3
Depletion depth = 61.9 nm
Body / gate capacitance = 0.242
Body: relative shift of Re Z at 1 GHz = -6.4e-05
Inertia shift, mass 0.19 = 1.4e-06
Inertia shift, mass 0.315 = 2.4e-06
R/12 at 400 K, mobility as T^-1.5 = 61.92 ohm
Oxide field = 2.86 MV/cm
Field / rough breakdown 10 MV/cm = 0.29
Tunnel barrier (rough) = 3.0 eV, mass = 0.5
Attempt rate (rough) = 1e+14 1/s
Tunnelling exponent = 54.5
Leakage current density = 1.4e-16 A/cm2
Leakage adds about 3.0e-15 ohm at 1 GHz
```
